# Three f-sum rules and how they weight one oscillator: test program

```python
"""
Sum rules for a causal, passive medium (time factor exp(-i w t)):
  integral of w*eps2       = pi*wp^2/2
  integral of w*Im(-1/eps) = pi*wp^2/2
  integral of w*kappa      = pi*wp^2/4
over 0 < w < infinity. eps = eps1 + i*eps2 is the relative permittivity,
n + i*kappa = sqrt(eps), and wp is the plasma frequency of all electrons.
All frequencies are given as photon energies in eV. An oscillator is a
tuple (strength in eV^2, centre in eV, damping in eV); centre 0 is Drude.
The short-time quantum test uses units hbar = mass = charge = 1.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

w0, wp, gamma = 10.0, 15.0, 1.0
wL = np.sqrt(w0**2 + wp**2)
single = [(wp**2, w0, gamma)]
mixed = [(40.0, 0.0, 0.5), (100.0, 6.0, 0.8), (85.0, 20.0, 3.0)]


def permittivity(w, oscillators, background=1.0):
    total = background + 0j
    for strength, centre, damping in oscillators:
        total = total + strength / (centre**2 - w**2 - 1j * damping * w)
    return total


def spectra(w, oscillators, background=1.0):
    """Return eps2, Im(-1/eps) and kappa."""
    e = permittivity(w, oscillators, background)
    return np.imag(e), np.imag(-1 / e), np.imag(np.sqrt(e))


def close(a, b, rtol):
    return abs(a - b) <= rtol * abs(b)


# Midpoint quadrature on the whole half-line, using w = 10 eV * tan(theta)
M = 200000
theta = (np.arange(M) + 0.5) * np.pi / (2 * M)
w = 10.0 * np.tan(theta)
dw = 10.0 / np.cos(theta)**2 * np.pi / (2 * M)


def full_sums(oscillators, background=1.0):
    return [np.sum(w * s * dw) for s in spectra(w, oscillators, background)]


# --- Quantum origin of the prefactor: two interacting particles in a well ---
h = 0.4
x = h * np.arange(-15, 16)
d = np.arange(x.size)[:, None] - np.arange(x.size)[None, :]
safe_d = np.where(d == 0, 1, d)
kinetic = np.where(d == 0, np.pi**2 / 6, (-1.0)**d / safe_d**2) / h**2
unit = np.eye(x.size)
x1, x2 = [g.ravel() for g in np.meshgrid(x, x, indexing="ij")]
potential = (x1**4 + x2**4) / 4 + 1 / np.sqrt((x1 - x2)**2 + 1)
H = np.kron(kinetic, unit) + np.kron(unit, kinetic) + np.diag(potential)
energy, states = np.linalg.eigh(H)
ground, X = states[:, 0], x1 + x2
kick, time = 0.1, 0.01
amplitudes = states.T @ (np.exp(1j * kick * X) * ground)
later = states @ (np.exp(-1j * energy * time) * amplitudes)
shift = np.sum(X * np.abs(later)**2) - np.sum(X * ground**2)
kick_count = shift / (kick * time)
gaps = energy[1:] - energy[0]
dipoles = states[:, 1:].T @ (X * ground)
high = 200j
polarizability = np.sum(2 * gaps * dipoles**2 / (gaps**2 - high**2))
tail_count = np.real(-high**2 * polarizability)
assert close(kick_count, 2.0, 1e-3)
assert close(tail_count, 2.0, 1e-3)

# --- High-frequency tails along a large arc in the upper half-plane ---
arc = 1e4 * np.exp(1j * np.linspace(0, np.pi, 41))
for model in (single, mixed):
    e = permittivity(arc, model)
    for F, limit in ((e - 1, -1.0), (1 / e - 1, 1.0), (np.sqrt(e) - 1, -0.5)):
        assert np.max(np.abs(arc**2 * F / wp**2 - limit)) < 1e-3

# --- Dispersion integral and absence of zeros, for the conductor ---
z = 3.0 + 2.0j
from_eps2 = 1 + 2 / np.pi * np.sum(
    w * spectra(w, mixed)[0] / (w**2 - z**2) * dw)
assert abs(from_eps2 - permittivity(z, mixed)) < 1e-6
re, im = np.meshgrid(np.geomspace(0.01, 100, 100), np.geomspace(0.01, 100, 100))
assert np.min(np.imag(permittivity(re + 1j * im, mixed))) > 0
assert np.min(np.real(permittivity(1j * im[:, 0], mixed))) > 1

# --- Full sums and differences of second moments ---
targets = [np.pi * wp**2 / 2, np.pi * wp**2 / 2, np.pi * wp**2 / 4]
sums, mixed_sums = full_sums(single), full_sums(mixed)
for result in (sums, mixed_sums):
    for value, target in zip(result, targets):
        assert close(value, target, 1e-6)

moment_shifts = []
for model in (single, mixed):
    eps2, loss, kappa = spectra(w, model)
    norm = 2 / (np.pi * wp**2)
    shift_kappa = norm * np.sum(w**3 * (2 * kappa - eps2) * dw)
    shift_loss = norm * np.sum(w**3 * (loss - eps2) * dw)
    assert close(shift_kappa, wp**2 / 4, 1e-5)
    assert close(shift_loss, wp**2, 1e-5)
    moment_shifts.append((shift_kappa, shift_loss))

# --- Weight factors relative to eps2 ---
e = permittivity(w, single)
index = np.sqrt((np.abs(e) + e.real) / 2)
weight = w * e.imag * dw
mean_inverse_n = np.sum(weight / index) / np.sum(weight)
mean_inverse_e2 = np.sum(weight / np.abs(e)**2) / np.sum(weight)
assert close(mean_inverse_n, 1.0, 1e-6)
assert close(mean_inverse_e2, 1.0, 1e-6)

# --- The loss spectrum is a Lorentz line displaced to wL ---
sample = np.linspace(0.1, 40, 500)
displaced = np.imag(permittivity(sample, [(wp**2, wL, gamma)]))
assert np.max(np.abs(spectra(sample, single)[1] - displaced)) < 1e-10


def fraction(kind, cutoff, model=single):
    """Normalized sum up to cutoff; kind 0, 1, 2 = eps2, loss, kappa."""
    breaks = [p for p in (w0, wL) if p < cutoff - 1e-9]
    value = quad(lambda v: v * spectra(v, model)[kind], 0, cutoff,
                 points=breaks or None, limit=1000, epsabs=1e-8)[0]
    return value / targets[kind]


# --- Zero-damping limit of kappa ---
cut = 14.0
angle = np.arcsin(np.sqrt((cut**2 - w0**2) / wp**2))
gap_fraction = (2 * angle + np.sin(2 * angle)) / np.pi
narrow_fraction = fraction(2, cut, [(wp**2, w0, 1e-3)])
assert abs(gap_fraction - narrow_fraction) < 1e-3
band = dict(weight="alg", wvar=(-0.5, 0.5))
area = quad(lambda u: 1.0, w0**2, wL**2, **band)[0]
mean_square = quad(lambda u: u, w0**2, wL**2, **band)[0] / area
assert close(area / 2, targets[2], 1e-8)
assert close(mean_square, w0**2 + wp**2 / 4, 1e-8)

# --- Missing part beyond a large cutoff ---
far = 1000.0
for kind in range(3):
    missing = quad(lambda s: (far / s) * spectra(far / s, single)[kind]
                   * far / s**2, 0, 1)[0] / targets[kind]
    assert close(missing, 2 * gamma / (np.pi * far), 1e-3)

# --- Constant background standing for higher transitions ---
eb = 2.0
screened = full_sums(single, eb)
for value, target in zip(screened, (targets[0], targets[1] / eb**2,
                                    targets[2] / np.sqrt(eb))):
    assert close(value, target, 1e-6)

omega_si = wp * const.e / const.hbar
density = const.epsilon_0 * const.m_e * omega_si**2 / const.e**2 * 1e-27
medians = [brentq(lambda c: fraction(k, c) - 0.5, 5, 40) for k in range(3)]
assert medians[0] < medians[2] < medians[1]

print(f"Oscillator energy: {w0:.1f} eV")
print(f"Plasma energy: {wp:.1f} eV")
print(f"Damping energy: {gamma:.1f} eV")
print(f"Displaced loss energy wL: {wL:.3f} eV")
print(f"Electron density implied by wp: {density:.2f} nm^-3")
print(f"Two-particle count from kick (pure number): {kick_count:.5f}")
print(f"Two-particle count from tail (pure number): {tail_count:.5f}")
names = ("eps2", "loss", "kappa")
for name, value, other in zip(names, sums, mixed_sums):
    print(f"Full sum {name}: one oscillator {value:.3f}, "
          f"conductor {other:.3f} eV^2")
print("Accumulated fractions (pure numbers): cutoff, eps2, loss, kappa")
for cutoff in (5.0, 10.0, 12.5, 15.0, 18.0, 20.0, 30.0, 100.0):
    f = [fraction(k, cutoff) for k in range(3)]
    print(f"  {cutoff:5.1f} eV: {f[0]:.4f}  {f[1]:.4f}  {f[2]:.4f}")
for name, value in zip(names, medians):
    print(f"Half-sum energy {name}: {value:.3f} eV")
print("Local weights (pure numbers): energy, n, 1/n, 1/|eps|^2")
for v in (5.0, w0, 15.0, wL):
    ev = permittivity(v, single)
    nv = np.sqrt(ev).real
    print(f"  {v:6.3f} eV: {nv:.4f}  {1/nv:.4f}  {1/abs(ev)**2:.5f}")
print(f"Mean 1/n with weight w*eps2 (pure number): {mean_inverse_n:.6f}")
print(f"Mean 1/|eps|^2, same weight (pure number): {mean_inverse_e2:.6f}")
for name, pair in zip(("one oscillator", "conductor"), moment_shifts):
    print(f"Second-moment shifts, {name}: kappa {pair[0]:.3f}, "
          f"loss {pair[1]:.3f} eV^2")
print(f"Zero-damping kappa: root mean square energy "
      f"{np.sqrt(mean_square):.3f} eV")
print(f"Zero-damping kappa fraction below {cut:.1f} eV: {gap_fraction:.4f}")
print(f"Same fraction at damping 0.001 eV: {narrow_fraction:.4f}")
print(f"Missing fraction estimate beyond 100 eV: "
      f"{2 * gamma / (np.pi * 100):.5f}")
print(f"Background permittivity (pure number): {eb:.1f}")
for name, value in zip(names, screened):
    print(f"Sum with background, {name}: {value:.3f} eV^2")
print("checks complete")
```

It prints:

```
Oscillator energy: 10.0 eV
Plasma energy: 15.0 eV
Damping energy: 1.0 eV
Displaced loss energy wL: 18.028 eV
Electron density implied by wp: 163.18 nm^-3
Two-particle count from kick (pure number): 1.99995
Two-particle count from tail (pure number): 1.99993
Full sum eps2: one oscillator 353.429, conductor 353.429 eV^2
Full sum loss: one oscillator 353.429, conductor 353.429 eV^2
Full sum kappa: one oscillator 176.715, conductor 176.715 eV^2
Accumulated fractions (pure numbers): cutoff, eps2, loss, kappa
    5.0 eV: 0.0037  0.0003  0.0019
   10.0 eV: 0.4412  0.0031  0.1269
   12.5 eV: 0.8958  0.0085  0.5424
   15.0 eV: 0.9365  0.0264  0.7821
   18.0 eV: 0.9546  0.4446  0.9331
   20.0 eV: 0.9613  0.8912  0.9529
   30.0 eV: 0.9770  0.9712  0.9758
  100.0 eV: 0.9936  0.9935  0.9936
Half-sum energy eps2: 10.093 eV
Half-sum energy loss: 18.087 eV
Half-sum energy kappa: 12.159 eV
Local weights (pure numbers): energy, n, 1/n, 1/|eps|^2
   5.000 eV: 1.9973  0.5007  0.06276
  10.000 eV: 3.4294  0.2916  0.00197
  15.000 eV: 0.1199  8.3421  1.55012
  18.028 eV: 0.2077  4.8155  156.76923
Mean 1/n with weight w*eps2 (pure number): 1.000000
Mean 1/|eps|^2, same weight (pure number): 1.000000
Second-moment shifts, one oscillator: kappa 56.250, loss 225.000 eV^2
Second-moment shifts, conductor: kappa 56.250, loss 225.000 eV^2
Zero-damping kappa: root mean square energy 12.500 eV
Zero-damping kappa fraction below 14.0 eV: 0.7680
Same fraction at damping 0.001 eV: 0.7679
Missing fraction estimate beyond 100 eV: 0.00637
Background permittivity (pure number): 2.0
Sum with background, eps2: 353.429 eV^2
Sum with background, loss: 88.357 eV^2
Sum with background, kappa: 124.956 eV^2
checks complete
```
